\section*{Terrace Width and Step Speed on a Miscut Growing Surface}

\section{Problem}

A crystal is cut at an angle $\alpha=0.5^\circ$ to one of its flat lattice planes. Its surface is a staircase of flat terraces separated by steps of height $h=0.2$ nm, all descending in the same direction. Atoms arrive from a vapour at a flux $F=0.1$ monolayer per second, where one monolayer is one complete layer of height $h$. The atoms wander over the terraces as adatoms until they join a step, and the steps advance. This picture of growth is the Burton-Cabrera-Frank theory.

(a) How wide are the terraces? (b) How fast do the steps move? (c) Do desorption, the motion of the steps during diffusion, or the formation of islands spoil the answer to (b)?

For part (c), take a square lattice of adsorption sites with spacing $a=0.3$ nm at temperature $T=1000$ K, so that $kT=0.08617$ eV. An adatom attempts to hop $10^{13}$ times per second against a barrier $E_h=0.7$ eV. It attempts to desorb at the same rate against $E_d=2.6$ eV. Two neighbouring adatoms are bound by $E_b=1$ eV, and each bond of a hopping atom adds $E_b$ to its barrier. The temperature and flux are typical of silicon molecular beam epitaxy; the energies are round model values, not measured properties of silicon. The equations below hold in any consistent set of units.

\section{First estimate by scaling}

A radian is roughly $60^\circ$, so $0.5^\circ$ is roughly $1/120$ radian. For so small an angle the slope equals the angle, and the surface drops by one step in about 120 step heights:
\begin{equation}
L\sim 120\times 0.2\ \text{nm}=24\ \text{nm}.
\end{equation}

The flux completes one layer in $1/F=10$ s. If all the material goes into the steps, each step must cover one terrace in that time:
\begin{equation}
v\sim \frac{L}{1/F}\sim\frac{24\ \text{nm}}{10\ \text{s}}=2.4\ \text{nm/s}.
\end{equation}

For part (c) we need the diffusion coefficient $D$. The total hop rate is
\begin{equation}
\Gamma=10^{13}\,e^{-0.7/0.08617}\ \text{s}^{-1}=2.97\times10^{9}\ \text{s}^{-1}.
\end{equation}
Half of the hops are along the direction $x$ across the terrace, each with squared length $a^2$. The mean square displacement along $x$ therefore grows as $\Gamma a^2t/2$. By definition it is $2Dt$, so
\begin{equation}
D=\frac{a^2\Gamma}{4}=\frac{0.09\times2.97\times10^{9}}{4}\ \text{nm}^2/\text{s}
=6.67\times10^{7}\ \text{nm}^2/\text{s}.
\end{equation}
An adatom crosses a terrace in a time of order $L^2/D\sim 9\times10^{-6}$ s. In that time the flux supplies a coverage $n\sim FL^2/D\sim9\times10^{-7}$ per site, which is the scale of the adatom coverage. The time is also far shorter than the 10 s in which a step moves by one terrace.

The lifetime against desorption is $\tau=10^{-13}e^{2.6/0.08617}\ \text{s}=1.27$ s. The fraction of atoms lost should be of the order of the crossing time divided by the lifetime, $L^2/(D\tau)\sim7\times10^{-6}$. Scaling thus says that diffusion is fast and desorption is negligible. It does not settle the question of islands, which depends on encounters between adatoms.

\section{Exact solution}

\subsection{Terrace width}

Let $L$ be the terrace width measured along the flat terrace. One terrace and one step form the two short sides of a right triangle whose long side follows the average surface. The angle between the terrace and the average surface is the miscut, so
\begin{equation}
\tan\alpha=\frac{h}{L},\qquad
L=\frac{h}{\tan\alpha}=\frac{0.2\ \text{nm}}{0.008727}=22.9\ \text{nm}.
\label{width}
\end{equation}
This is 229 angstrom. If the terraces are unequal, the same relation gives their mean width, because the total drop and the total run are both sums over the staircase.

\subsection{Step speed}

Let $n$ be the adatom coverage, the probability that a site holds an adatom. We assume straight steps with equal spacing, no desorption and no islands. In the laboratory frame, with coordinate $X$, diffusion and deposition give
\begin{equation}
\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial X^2}+F.
\end{equation}
The steps move toward $+X$, over the terrace below them. In steady growth the coverage depends on position relative to the steps, $n=n(x)$ with $x=X-vt$. Then $\partial n/\partial t=-v\,n'$, and
\begin{equation}
D n''+v n'+F=0,\qquad 0<x<L.
\label{moving}
\end{equation}
The chosen step is at $x=0$, with its lower terrace ahead of it. The next step down is at $x=L$.

Relative to the moving steps, the adatom current toward $+x$ is $J=-Dn'-vn$. The second term appears because an adatom at rest in the laboratory drifts backward in this frame. The current entering the step at $x=0$ from its lower terrace is $-J(0)$, and the current entering the step at $x=L$ from its upper terrace is $J(L)$. In a periodic train every step receives one current of each kind. Since the new solid contains one atom per site, its edge advances at a speed equal to the total current:
\begin{equation}
v=\bigl[Dn'(0)+vn(0)\bigr]+\bigl[-Dn'(L)-vn(L)\bigr].
\label{balance}
\end{equation}
Now integrate Eq.~(\ref{moving}) over the terrace:
\begin{equation}
D\bigl[n'(L)-n'(0)\bigr]+v\bigl[n(L)-n(0)\bigr]+FL=0.
\end{equation}
The first two terms are minus the right side of Eq.~(\ref{balance}). Hence $-v+FL=0$, or
\begin{equation}
v=FL=0.1\ \text{s}^{-1}\times22.9\ \text{nm}=2.29\ \text{nm/s}.
\label{speed}
\end{equation}
This is 22.9 angstrom per second. The surface rises by $h$ each time a step passes, once every $L/v=10$ s, so the vertical growth rate is $hv/L=hF=0.020$ nm/s, as the flux requires.

No boundary condition for $n$ was used. The speed of an evenly spaced train is therefore the same whether atoms join the step more easily from above or from below. Whether the even spacing lasts is another matter. If atoms join more easily from above, the step at the lower end of a wide terrace receives more atoms and moves ahead, so the terrace widens further and the steps bunch together. If they join more easily from below, differences in width shrink, but straight steps then tend to become wavy unless their stiffness prevents it. As a test, Eq.~(\ref{moving}) was solved numerically with $v$ unknown, for $D=1$, $F=0.5$ and $L=1.3$ in reduced units. The current into a step from each side was taken as a rate constant times $n-0.1$. For rate constants (lower side, upper side) of $(3,0.4)$, $(0.5,5)$ and $(2,2)$, the speed agreed with $FL=0.65$ to within one part in $10^5$.

\subsection{Adatom coverage}

The coverage itself does depend on the boundary conditions. Let the steps absorb every adatom that reaches them, so $n(0)=n(L)=0$. The drift term in Eq.~(\ref{moving}) is smaller than the diffusion term by a factor of order
\begin{equation}
\frac{vL}{D}=\frac{FL^2}{D}=7.9\times10^{-7},
\end{equation}
and we drop it. Two integrations of $n''=-F/D$ with the two boundary values give
\begin{equation}
n(x)=\frac{F}{2D}\,x(L-x).
\label{profile}
\end{equation}
The maximum is at $x=L/2$:
\begin{equation}
n_{\max}=\frac{FL^2}{8D}=\frac{0.1\times(22.9)^2}{8\times6.67\times10^{7}}=9.8\times10^{-8}.
\end{equation}
The mean of $x(L-x)$ is $L^2/2-L^2/3=L^2/6$, so the mean coverage is $FL^2/(12D)$.

Absorbing steps are a good approximation under two conditions. First, atoms must enter the step without an extra barrier and find a kink, a corner site in the step edge, before they detach again. We assume this here, but it does not follow from the bond energies above: an atom on a straight step edge is held by a single bond, and it leaves the edge about as often as it hops along it. A kink costs $E_b/2$, so thermal kinks lie about $\tfrac12e^{E_b/2kT}\approx170$ sites apart, more than twice the terrace width of 76 sites, and they alone would not make the step absorbing. The assumption relies on the further kinks that growth creates when two atoms meet on the step edge. Slower incorporation raises the coverage, and with it the island estimate below: kinks about ten sites apart would raise the trimer count two- to threefold. Second, the coverage in equilibrium with a step, $n_{\rm eq}$, must be much smaller than $n_{\max}$. In this bond-counting model, moving an atom from a kink in the step onto the terrace breaks two bonds. Thus $n_{\rm eq}=e^{-2E_b/kT}=8.3\times10^{-11}$, about a thousandth of $n_{\max}$.

The profile is symmetric, so each terrace sends half of its atoms to each of its steps. If the terraces are unequal, a step between widths $L_1$ and $L_2$ moves at $F(L_1+L_2)/2$ in this approximation. Single steps can then differ in speed, but the average over the train is still $F$ times the mean width.

\subsection{Desorption}

With desorption, and with the slow drift again neglected, the coverage obeys
\begin{equation}
Dn''-\frac{n}{\tau}+F=0,\qquad n(0)=n(L)=n_{\rm eq}.
\end{equation}
Define $x_s=\sqrt{D\tau}$, the diffusion length before desorption. A constant solution is $n=F\tau$. Adding the solution of the homogeneous equation that is symmetric about $L/2$, and fitting the boundary value, gives
\begin{equation}
n=F\tau-(F\tau-n_{\rm eq})
\frac{\cosh[(x-L/2)/x_s]}{\cosh[L/(2x_s)]}.
\end{equation}
The slope at the left edge is
\begin{equation}
n'(0)=\frac{F\tau-n_{\rm eq}}{x_s}\tanh\frac{L}{2x_s},
\end{equation}
and $n'(L)=-n'(0)$. In Eq.~(\ref{balance}) the terms $vn(0)$ and $-vn(L)$ cancel, leaving $v=2Dn'(0)$. With $D=x_s^2/\tau$,
\begin{equation}
v=2\left(F-\frac{n_{\rm eq}}{\tau}\right)x_s\tanh\frac{L}{2x_s}.
\label{desorb}
\end{equation}

There are two limits. For $L\gg x_s$ the hyperbolic tangent tends to one, and $v=2(F-n_{\rm eq}/\tau)x_s$ no longer depends on the terrace width. A step then collects atoms from a strip of width $x_s$ on each side, and the rest desorb. For $L\ll x_s$, the expansion $\tanh z\simeq z-z^3/3$ with $z=L/(2x_s)$ gives
\begin{equation}
v\simeq\left(F-\frac{n_{\rm eq}}{\tau}\right)L
\left(1-\frac{L^2}{12x_s^2}\right).
\end{equation}
Here $x_s=9.2\times10^3$ nm, four hundred times the terrace width. The fractional loss of speed relative to $FL$ is $L^2/(12x_s^2)=5\times10^{-7}$. The further loss $n_{\rm eq}/(F\tau)$, from atoms that leave the steps and evaporate, is $7\times10^{-10}$. Both are negligible.

\subsection{Islands}

Adatoms that meet on a terrace can start an island. We estimate how often this happens, to leading order in the small coverage.

First count dimers. A given adatom has four neighbouring sites, and each of these can be entered from three sites farther out. That makes 12 inward paths. A second adatom uses each path at rate $n\Gamma/4$, so dimers form at a rate $n\times12\,n\Gamma/4=3\Gamma n^2$ per site. A dimer breaks when either atom hops away in one of its three free directions. These are six hops, each at rate $(\Gamma/4)e^{-E_b/kT}$. If breakup balances formation, the number $n_2$ of dimers per site satisfies
\begin{equation}
\frac{6}{4}\Gamma e^{-E_b/kT}\,n_2=3\Gamma n^2,
\qquad n_2=2n^2e^{E_b/kT}.
\end{equation}

Next count trimers. A dimer has six neighbouring sites. The two at its ends can each be entered from three outside sites, and the four along its sides from two each, so there are $2\times3+4\times2=14$ inward paths. A third adatom thus arrives at rate $14\,n\Gamma/4=3.5\,\Gamma n$, and trimers form at the rate
\begin{equation}
3.5\,\Gamma n\times 2n^2e^{E_b/kT}=7\Gamma n^3e^{E_b/kT}
\end{equation}
per site. The balance assumed for dimers requires that they break much faster than they grow. At the maximum coverage the ratio of the two rates is $1.5\,e^{-E_b/kT}/(3.5\,n_{\max})=40$, so the assumption holds.

The average of $n^3$ over the terrace follows from Eq.~(\ref{profile}) with $u=x/L$:
\begin{equation}
\langle n^3\rangle=\left(\frac{FL^2}{2D}\right)^3\int_0^1u^3(1-u)^3\,du
=\frac{1}{8}\,\frac{1}{140}\left(\frac{FL^2}{D}\right)^3.
\end{equation}
The integral is $\tfrac14-\tfrac35+\tfrac36-\tfrac17=\tfrac1{140}$. A square patch of side $L$ has $L^2/a^2$ sites, and one monolayer takes a time $1/F$. With $\Gamma=4D/a^2$, the number of trimers formed per patch and per monolayer is
\begin{align}
N&=\frac{L^2}{a^2F}\,\frac{28D}{a^2}\,e^{E_b/kT}\,
\frac{1}{1120}\,\frac{F^3L^6}{D^3}\nonumber\\
&=\frac{F^2L^8}{40\,a^4D^2}\,e^{E_b/kT}=0.058.
\label{islands}
\end{align}
On average, one trimer forms per seventeen patches while a layer grows. Not every trimer becomes an island, because an end atom is held by a single bond and can leave. For absorbing steps $N$ therefore overestimates the number of lasting islands, and by a large factor. The smallest cluster in which every atom has two bonds is the $2\times2$ square. It forms when an adatom fills the notch of an L-shaped trimer. Such trimers have four orientations and two bonds, so while they break faster than they grow their number per site is $4n^3e^{2E_b/kT}$. The notch can be entered from two outside sites, so squares form at the rate $2\Gamma n^4e^{2E_b/kT}$ per site. With $\langle n^4\rangle=(FL^2/2D)^4/630$ this gives about $1.6\times10^{-4}$ squares per patch and monolayer, some 360 times fewer than trimers. Step flow is a fair description.

Both counts depend steeply on $L$: the trimer count as $L^8$ and the count of squares as $L^{10}$. With all else fixed, $N$ reaches one when $L$ grows by a factor $(1/0.058)^{1/8}=1.43$, to about 33 nm, which corresponds to a miscut of about $0.35^\circ$. Cooling has a similar effect. Since $D^{-2}$ contributes $e^{2E_h/kT}$, $N$ varies as $e^{(2E_h+E_b)/kT}$, with a total energy of 2.4 eV. At the original miscut and flux, $N=1$ at about 910 K. Dimers there still break about five times faster than they grow. The condition $N=1$ is a cautious bound and not the end of step flow: the count of squares is still only about 0.006 at 33 nm and a few hundredths at 910 K, so lasting islands become common only on wider terraces or at lower temperature.

\section{Comparison of the two}

The scaling estimate gave 24 nm and 2.4 nm/s; the solution gives 22.9 nm and 2.29 nm/s. Both estimates are high by 5 percent, and the cause is the same: a radian is $57.3^\circ$, not $60^\circ$, and $60/57.3=1.05$. Replacing the tangent by the angle matters far less. Since $\tan\alpha\simeq\alpha+\alpha^3/3$, it changes $L$ by a fraction $\alpha^2/3$, about $3\times10^{-5}$. The relation $v=FL$ found by scaling is itself exact under the stated assumptions, because it expresses conservation of atoms.

For the coverage, scaling gives the right combination $FL^2/D$ but misses the factor $1/8$ at the maximum and $1/12$ in the mean. For desorption it misses the same $1/12$, because the fraction lost is the mean coverage divided by $F\tau$. These factors make the neglected effects smaller than first estimated. For islands the numerical factors matter more, since the coverage enters as a cube: using $FL^2/D$ in place of the true profile would overstate $N$ by a factor of 1120 and wrongly rule out step flow.

\section{The result beside real silicon}

The step height of 0.2 nm is a round value between two silicon cases. With a rough lattice constant of 0.54 nm, single steps are about 0.14 nm high on Si(001) and 0.31 nm on Si(111). At the same miscut the terraces are about 15 nm and 36 nm wide. If the other model parameters are kept, the factor $L^8$ in Eq.~(\ref{islands}) raises $N$ to about 2 for the wider terraces. Since $N$ counts trimers, most of which break up again, this does not by itself rule out step flow, but it leaves a smaller margin.

The miscut of a real wafer is known only within some tolerance. An error of $0.1^\circ$ moves the width between 19.1 nm (at $0.6^\circ$) and 28.6 nm (at $0.4^\circ$), and the speed at fixed flux between 1.91 and 2.86 nm/s. This is far larger than the computed losses from desorption. Real Si(001) also breaks the assumption of equal steps and isotropic diffusion: its single steps alternate between two types, and adatoms move more easily along one surface direction than the other. Conservation of atoms still fixes the mean step speed while all atoms reach the steps, but the island estimate can change greatly. Within the isotropic model, a tenfold smaller $D$ multiplies the $N$ of Eq.~(\ref{islands}) by one hundred, to about 6. This somewhat overstates the count, because dimers then break only about four times faster than they grow, but step flow could no longer be taken for granted. The energies used here are model values, so the temperature of about 910 K should not be read as a property of silicon. In particular, bond counting makes it cost $2E_b=2$ eV to move an atom from a kink onto the terrace. On a real silicon surface, where the atoms rearrange their bonds, this cost can be much lower. Below about 1.4 eV, $n_{\rm eq}$ would exceed $n_{\max}$ at 1000 K, and the island estimate above would no longer apply. The relation $v=FL$ does not depend on this energy as long as desorption and islands remain negligible. A lower cost does raise the loss $n_{\rm eq}/(F\tau)$, which with the $\tau$ used here reaches one percent near 0.6 eV. The basic values from which these estimates follow are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
miscut angle: 0.5 degree
tangent of miscut: 0.008727
step height: 0.2 nm
flux: 0.1 monolayers/s
terrace width: 22.92 nm = 229.2 angstrom
step speed: 2.292 nm/s = 22.92 angstrom/s
time to advance one terrace: 10.0 s
vertical growth rate: 0.020 nm/s
angle from staircase fit: 0.50000 degree
miscut 0.4 degree: width 28.6 nm, speed 2.86 nm/s
miscut 0.6 degree: width 19.1 nm, speed 1.91 nm/s
Si(001) rough step: 0.14 nm, terrace 15 nm
Si(111) rough step: 0.31 nm, terrace 36 nm
temperature: 1000 K
thermal energy: 0.08617 eV
site spacing: 0.3 nm
attempt rate: 1e+13 per s
hop barrier: 0.7 eV
bond energy: 1.0 eV
adatom desorption energy: 2.6 eV
hop rate: 2.966e+09 per s
diffusion coefficient: 6.673e+07 nm^2/s
peak adatom coverage: 9.84e-08 per site
equilibrium adatom coverage: 8.33e-11 per site
adatom lifetime before desorption: 1.27 s
desorption length x_s: 9202 nm
fractional speed loss, desorption: 5.2e-07
fractional speed loss, sublimation: 6.6e-10
step motion parameter v L/D: 7.9e-07
inward paths to a dimer: 14
trimers per L x L patch per monolayer: 0.058
dimer breakup/growth ratio: 40
temperature for one trimer per patch: 907 K
breakup/growth ratio there: 5.3
\end{verbatim}
